# Spin-projection coefficients for an exchange-coupled pair from 6j and 9j symbols

## Result and conventions

Two spins of lengths $S_A$ and $S_B$, in units of $\hbar$, are coupled by $H_0=J\,\mathbf S_A\cdot\mathbf S_B$. The weaker terms are

$$
\begin{aligned}
V={}&\mathbf S_A\cdot\mathbf D_A\cdot\mathbf S_A+\mathbf S_B\cdot\mathbf D_B\cdot\mathbf S_B+\mathbf S_A\cdot\mathbf D_{AB}\cdot\mathbf S_B\\
&+\mu_B\mathbf B\cdot(\mathbf g_A\cdot\mathbf S_A+\mathbf g_B\cdot\mathbf S_B)+\mathbf I_A\cdot\mathbf a_A\cdot\mathbf S_A+\mathbf I_B\cdot\mathbf a_B\cdot\mathbf S_B .
\end{aligned}
$$

To first order in $V$, the multiplet of total spin $S$ has the tensors

$$
\mathbf g_S=c_A\mathbf g_A+c_B\mathbf g_B,\qquad \mathbf A_A=c_A\mathbf a_A,\qquad \mathbf A_B=c_B\mathbf a_B,
$$
$$
\mathbf D_S=d_A\mathbf D_A+d_B\mathbf D_B+d_{AB}\mathbf D_{AB}.
$$

With $\alpha=S_A(S_A+1)$, $\beta=S_B(S_B+1)$, $K=S(S+1)$ and $X_A=K+\alpha-\beta$, the coefficients are

$$
c_A=\frac{X_A}{2K},\qquad d_A=\frac{3X_A(X_A-1)-4\alpha K}{2K(4K-3)},
$$
$$
d_{AB}=\frac{K^2+2K(\alpha+\beta)-3(\alpha-\beta)^2}{2K(4K-3)} .
$$

Exchanging $\alpha$ and $\beta$ gives $c_B$ and $d_B$, with $X_B=K+\beta-\alpha$. The $c$ coefficients require $S\ge\tfrac12$ and the $d$ coefficients $S\ge1$. Note that $4K-3=(2S-1)(2S+3)$.

All tensors must be expressed in one common frame before they are added. The three local $\mathbf D$ tensors are symmetric and traceless. Removing the traces loses nothing: a trace of $\mathbf D_A$ adds the constant $\tfrac13\alpha\,\mathrm{Tr}\,\mathbf D_A$, likewise for $B$, and a trace of $\mathbf D_{AB}$ adds $\tfrac13\mathrm{Tr}\,\mathbf D_{AB}$ to $J$. A real antisymmetric part of $\mathbf D_A$ would give $\tfrac i2\sum_{ijl}D_{ij}\epsilon_{ijl}S_{A,l}$, which is not Hermitian, so it is excluded, likewise for $B$. An antisymmetric part of $\mathbf D_{AB}$ is antisymmetric exchange; it is treated separately below and drops out at first order only. If the pair term is written with a prefactor, that prefactor belongs in $\mathbf D_{AB}$.

## Why one number per tensor suffices

Since $\mathbf S_A\cdot\mathbf S_B=\tfrac12(\mathbf S^2-\alpha-\beta)$, the levels of $H_0$ are $E_S=\tfrac J2(K-\alpha-\beta)$. Each allowed $S$ occurs once. If $P$ projects on one multiplet, first-order degenerate perturbation theory gives the effective Hamiltonian $E_SP+PVP$.

For a spherical tensor of rank $k$ the Wigner–Eckart theorem reads

$$
\langle jm|T^k_q|jm'\rangle=(-1)^{j-m}\begin{pmatrix}j&k&j\\-m&q&m'\end{pmatrix}\langle j\|T^k\|j\rangle .
$$

Inside the multiplet, two tensors of equal rank therefore differ by one factor, the ratio of their reduced elements. For rank 1 the reference is $\mathbf S$. For rank 2 define

$$
Q_{ij}(\mathbf u,\mathbf v)=\tfrac12(u_iv_j+u_jv_i)-\tfrac13\delta_{ij}\mathbf u\cdot\mathbf v,\qquad
T^2_0(\mathbf u,\mathbf v)=\frac{3u_zv_z-\mathbf u\cdot\mathbf v}{\sqrt6}.
$$

The five $T^2_q$ are linear combinations of the $Q_{ij}$, and for symmetric traceless $\mathbf D$ one has $\mathbf u\cdot\mathbf D\cdot\mathbf v=\sum_{ij}D_{ij}Q_{ij}(\mathbf u,\mathbf v)$. One factor thus serves all Cartesian components, whatever the orientation of $\mathbf D$. Field and nuclear spins are spectators in this projection.

The reduced elements for a single spin follow from a trace. The squares of the 3j symbols at fixed $q$, summed over $m,m'$, give $1/(2k+1)$, so

$$
\langle j\|T^k\|j\rangle^2=(2k+1)\,\mathrm{Tr}\,(T^k_0)^2 .
$$

For $k=1$, $\sum_m m^2=\tfrac13j(j+1)(2j+1)$ gives

$$
\langle j\|S\|j\rangle=\sqrt{j(j+1)(2j+1)} .
$$

For $k=2$ put $x=j(j+1)$ and use $\sum_m m^4=\tfrac1{15}x(2j+1)(3x-1)$:

$$
\tfrac56\sum_m(3m^2-x)^2=\tfrac56x(2j+1)\left[\tfrac{9x-3}{5}-2x+x\right]=\tfrac16x(2j+1)(4x-3),
$$
$$
\langle j\|T^2\|j\rangle=\sqrt{\tfrac16\,j(j+1)(2j+1)(2j-1)(2j+3)} .
$$

Both roots are positive, because at $m=m'=j$ the operator element and the 3j symbol in the standard phase are nonnegative.

## The 9j formula

Write $s=S_A$ and $t=S_B$. Let $T^p$ act on $A$ and $U^r$ on $B$, coupled to rank $k$. Clebsch–Gordan coefficients are converted by

$$
\langle j_1m_1j_2m_2|jm\rangle=(-1)^{j_1-j_2+m}\sqrt{2j+1}\begin{pmatrix}j_1&j_2&j\\m_1&m_2&-m\end{pmatrix}.
$$

The reduced element $R$ of $[T^p\times U^r]^k$ is isolated by multiplying the Wigner–Eckart relation by its own phase and 3j symbol and summing over all projections, since the squared 3j symbols then sum to one:

$$
R=\sum_{MqM'}(-1)^{S-M}\begin{pmatrix}S&k&S\\-M&q&M'\end{pmatrix}\langle SM|[T^p\times U^r]^k_q|SM'\rangle .
$$

Expand bra, ket and coupled operator, with projections $(m,n)$, $(m',n')$ and $(\sigma,\tau)$. The two local matrix elements supply two more 3j symbols, six in all. They are arranged as three rows and three columns,

$$
\begin{aligned}
&\begin{pmatrix}s&s&p\\-m&m'&\sigma\end{pmatrix}\begin{pmatrix}t&t&r\\-n&n'&\tau\end{pmatrix}\begin{pmatrix}S&S&k\\M&-M'&-q\end{pmatrix}\\
\times&\begin{pmatrix}s&t&S\\-m&-n&M\end{pmatrix}\begin{pmatrix}s&t&S\\m'&n'&-M'\end{pmatrix}\begin{pmatrix}p&r&k\\\sigma&\tau&-q\end{pmatrix},
\end{aligned}
$$

whose sum over all projections is the definition of the 9j symbol. An odd permutation of columns, or reversal of all projections, multiplies a 3j symbol by $(-1)$ to the sum of its three angular momenta. The rearrangement costs $(-1)^{2s+p}$ and $(-1)^{2t+r}$ in the first two rows, nothing in the third (permutation and reversal cancel), and $(-1)^{s+t+S}$ in the first column. The other phases have exponent

$$
(S-M)+(s-t+M)+(s-t+M')+(p-r+q)+(s-m)+(t-n).
$$

With $m+n=M=M'+q$ the projections cancel. The complete exponent is $2S+6s+2t+2p=2(S+s+t)+4s+2p$, an even integer. Hence

$$
R=(2S+1)\sqrt{2k+1}\begin{Bmatrix}s&s&p\\t&t&r\\S&S&k\end{Bmatrix}\langle s\|T^p\|s\rangle\langle t\|U^r\|t\rangle. \tag{1}
$$

## One-site coefficients: the 6j symbol

For an operator on $A$ alone, take $U=1$, $r=0$, $p=k$ and $\langle t\|1\|t\rangle=\sqrt{2t+1}$. A 9j symbol with a zero is a 6j symbol apart from a factor:

$$
\begin{Bmatrix}s&s&k\\t&t&0\\S&S&k\end{Bmatrix}=\frac{(-1)^{s+t+S+k}}{\sqrt{(2k+1)(2t+1)}}\begin{Bmatrix}s&S&t\\S&s&k\end{Bmatrix}.
$$

This may be read as the definition of the 6j symbol used here; it was also checked numerically against separately evaluated 6j symbols. Dividing (1) by the reduced element of the total spin gives

$$
\lambda_k=(-1)^{s+t+S+k}(2S+1)\begin{Bmatrix}s&S&t\\S&s&k\end{Bmatrix}\frac{\langle s\|T^k\|s\rangle}{\langle S\|T^k\|S\rangle}, \tag{2}
$$

with $c_A=\lambda_1$ and $d_A=\lambda_2$. For site $B$, exchange $s$ and $t$; the reversed coupling order changes the whole multiplet by a common sign, which cancels in $P$.

To find the closed forms, apply (1) to a different, auxiliary pair: commuting spins $\mathbf u$ of length $s$ and $\mathbf v$ of length $S$, coupled to total length $t$. The coupling to rank zero is

$$
[T^k(\mathbf u)\times T^k(\mathbf v)]^0=\frac{(-1)^k}{\sqrt{2k+1}}\,T^k(\mathbf u)\cdot T^k(\mathbf v),\qquad T\cdot U=\sum_q(-1)^qT_qU_{-q}.
$$

A scalar with value $w$ has reduced element $\sqrt{2t+1}\,w$. Equation (1) therefore gives

$$
\langle T^k(\mathbf u)\cdot T^k(\mathbf v)\rangle=(-1)^k\sqrt{(2k+1)(2t+1)}\begin{Bmatrix}s&s&k\\S&S&k\\t&t&0\end{Bmatrix}\langle s\|T^k\|s\rangle\langle S\|T^k\|S\rangle .
$$

Exchanging two rows multiplies a 9j symbol by $(-1)$ to the sum of its nine entries, here $2(s+t+S)+2k$, which is even. The symbol is thus the one in the one-site problem. Eliminating it yields

$$
\lambda_k=(-1)^k(2S+1)\frac{\langle T^k(\mathbf u)\cdot T^k(\mathbf v)\rangle}{\langle S\|T^k\|S\rangle^2}. \tag{3}
$$

In the auxiliary pair, $(\mathbf u+\mathbf v)^2=\beta$, so $\mathbf u\cdot\mathbf v=\tfrac12(\beta-\alpha-K)=-\tfrac12X_A$. For $k=1$, (3) gives $c_A=(2S+1)(X_A/2)/[K(2S+1)]=X_A/(2K)$.

For $k=2$ the normalization of $T^2_0$ makes the scalar product equal to $\sum_{ij}Q_{ij}(\mathbf u,\mathbf u)Q_{ij}(\mathbf v,\mathbf v)$. As $Q$ is symmetric and traceless, this is

$$
\tfrac12\sum_{ij}(u_iu_j+u_ju_i)v_iv_j-\tfrac13\mathbf u^2\mathbf v^2 .
$$

The first ordering gives $(\mathbf u\cdot\mathbf v)^2$. In the second, $v_iv_j=v_jv_i+i\sum_l\epsilon_{ijl}v_l$, and $\sum_{ij}\epsilon_{ijl}u_ju_i=-(\mathbf u\times\mathbf u)_l=-iu_l$, so it gives $(\mathbf u\cdot\mathbf v)^2+\mathbf u\cdot\mathbf v$. Therefore

$$
T^2(\mathbf u)\cdot T^2(\mathbf v)=(\mathbf u\cdot\mathbf v)^2+\tfrac12\mathbf u\cdot\mathbf v-\tfrac13\mathbf u^2\mathbf v^2
=\frac{3X_A(X_A-1)-4\alpha K}{12}.
$$

Inserting this and $\langle S\|T^2\|S\rangle^2=\tfrac16K(2S+1)(4K-3)$ in (3) gives the stated $d_A$.

## The pair coefficient and antisymmetric exchange

The operator multiplying $\mathbf D_{AB}$ has $p=r=1$ and $k=2$. From (1),

$$
d_{AB}=(2S+1)\sqrt5\begin{Bmatrix}s&s&1\\t&t&1\\S&S&2\end{Bmatrix}\frac{\langle s\|S\|s\rangle\langle t\|S\|t\rangle}{\langle S\|T^2\|S\rangle}. \tag{4}
$$

A sum rule evaluates it. Since $\mathbf S=\mathbf S_A+\mathbf S_B$ and the two spins commute,

$$
Q_{ij}(\mathbf S,\mathbf S)=Q_{ij}(\mathbf S_A,\mathbf S_A)+Q_{ij}(\mathbf S_B,\mathbf S_B)+2Q_{ij}(\mathbf S_A,\mathbf S_B).
$$

Projection gives $d_A+d_B+2d_{AB}=1$. With $\delta=\alpha-\beta$, $X_A=K+\delta$ and $X_B=K-\delta$,

$$
3[X_A^2+X_B^2-X_A-X_B]-4K(\alpha+\beta)=6K^2+6\delta^2-6K-4K(\alpha+\beta),
$$
$$
d_A+d_B=\frac{3K^2+3\delta^2-3K-2K(\alpha+\beta)}{K(4K-3)} .
$$

Subtracting from one, with $K(4K-3)=4K^2-3K$, leaves the numerator $K^2+2K(\alpha+\beta)-3\delta^2$. Half of the quotient is the stated $d_{AB}$.

Antisymmetric exchange, $\mathbf d\cdot(\mathbf S_A\times\mathbf S_B)$, has $p=r=k=1$. Its 9j symbol has two equal columns. Exchanging them leaves it unchanged, yet multiplies it by $(-1)^{2(s+t+S)+3}=-1$. It is zero, so this interaction has no first-order effect within a multiplet. It can still act in second order by mixing multiplets.

## Limits and range of validity

**Largest total spin.** For $S=S_A+S_B$, $X_A=2S_A(S+1)$ and $c_A=S_A/S$. In the state $M=S$ both local projections are maximal. Comparing expectation values of $T^2_0$ gives

$$
d_A=\frac{S_A(2S_A-1)}{S(2S-1)},\qquad d_{AB}=\frac{2S_AS_B}{S(2S-1)} .
$$

All coefficients are nonnegative: the local spins are parallel and share the total moment.

**Smallest total spin.** For $S=S_A-S_B>0$, $X_A=2S(S_A+1)$, so

$$
c_A=\frac{S_A+1}{S+1}>1,\qquad c_B=-\frac{S_B}{S+1}<0 .
$$

The smaller spin points on average against the total. Its hyperfine tensor changes sign, and its $g$ tensor enters with negative weight.

**Spin one-half.** For $S=\tfrac12$ a rank-2 operator cannot connect states within the multiplet, so there is no $\mathbf D_S$. Code should branch before evaluating the $d$ formulas, whose denominator vanishes. A local spin $S_A=\tfrac12$ gives $d_A=0$: then $X_A=S+1$ or $-S$, so $3X_A(X_A-1)=3K=4\alpha K$. For two spins one-half, the triplet has $d_{AB}=\tfrac12$.

**Strong exchange.** The coefficients contain neither the size nor the sign of $J$; the sign sets the order of the multiplets. An added function of $\mathbf S_A\cdot\mathbf S_B$ also leaves them unchanged, because it is a function of $\mathbf S^2$, provided the multiplet remains well separated. The omitted second-order terms are products of two elements of $V$ between multiplets, divided by gaps such as $E_{S+1}-E_S=J(S+1)$. They scale as $1/J$. The first-order treatment requires these elements to be small compared with the gaps, and the second-order terms to be small compared with the first-order splittings of interest. The second condition can fail well before the first: antisymmetric exchange of strength $d$ contributes terms of order $d^2/J$, which can rival those of $\mathbf D_S$ even when $d\ll|J|$. Where symmetry allows, it also gives cross terms with the other parts of $V$ that are linear in $d$, such as $dD/J$ with a local anisotropy $D$; these dominate the $d^2/J$ terms at small $d$.

## Worked example

Take round model parameters $S_A=\tfrac52$, $S_B=1$ and $J=6000$ GHz, energies being quoted as frequencies. The lowest multiplet has $S=\tfrac32$, and the next lies $\tfrac52J=15000$ GHz above it. Here $\alpha=\tfrac{35}4$, $\beta=2$, $K=\tfrac{15}4$, $X_A=10.5$, $X_B=-3$ and $2K(4K-3)=90$. Thus

$$
c_A=\frac{10.5}{7.5}=1.4,\qquad c_B=\frac{-3}{7.5}=-0.4,
$$
$$
d_A=\frac{299.25-131.25}{90}=1.8667,\qquad d_B=\frac{36-30}{90}=0.0667,
$$

and $d_{AB}=\tfrac12(1-1.9333)=-0.4667$. The weights of a tensor in $\mathbf g_S$ and $\mathbf D_S$ are quite different.

Site $A$ has axial parameter 10 GHz and rhombic parameter 1 GHz. Site $B$ has axial parameter 60 GHz, its axis tilted by 30° from $z$ towards $x$. The pair tensor has axial parameter $-6$ GHz along $z$. In the common frame,

$$
D_{S,zz}=1.8667(6.6667)+0.0667(25)-0.4667(-4)=15.978\ \text{GHz}.
$$

The other nonzero elements are $D_{xx}=-5.622$, $D_{yy}=-10.356$ and $D_{xz}=1.732$ GHz. Diagonalization gives principal values $-10.356$, $-5.760$ and $16.116$ GHz. Let $D$ be $\tfrac32$ times the value of largest magnitude and $E$ half the absolute difference of the other two:

$$
D=24.17\ \text{GHz}=0.806\ \text{cm}^{-1},\qquad E=2.30\ \text{GHz}=0.0766\ \text{cm}^{-1}.
$$

The main axis is tilted by only 4.6°. Although the local anisotropy on $B$ is six times that on $A$, its weight $d_B$ is 28 times smaller than $d_A$.

With $\mathbf g_A=2.00$ isotropic and $g_{B,zz}=2.275$, $g_{S,zz}=1.4(2.00)-0.4(2.275)=1.890$. Since $c_A+c_B=1$, $g_{S,zz}=g_A+c_B(g_{B,zz}-g_A)$: the negative weight puts the projected value outside the range of the local ones, here below both because $g_{B,zz}>g_A$. The hyperfine element $a_{A,zz}=-0.26$ GHz becomes $-0.364$ GHz, while the isotropic $a_B=0.10$ GHz becomes $-0.040$ GHz.

For $S=\tfrac32$, the states $M=\tfrac32$ and $-\tfrac12$ have diagonal energies $D$ and $-D$ and coupling $\sqrt3E$; the other two states form an equal block. The zero-field gap is therefore $2\sqrt{D^2+3E^2}=48.998$ GHz. Diagonalization of the full pair Hamiltonian gives 48.930 GHz, so the projected gap is high by 0.068 GHz, about 0.14% of the full gap. This accuracy belongs to a model with no antisymmetric exchange, a term that a pair of unlike sites need not lack. Adding $d=100$ GHz at the same $J$ moves the full gap by roughly 0.3 to 0.8 GHz depending on the direction of $\mathbf d$, and $d=600$ GHz along $z$ moves it by about 27 GHz.

The levels were also compared at 0.3 T with one nucleus of spin one-half on each site, after subtracting the mean of the 16 levels in each calculation. The largest deviation is 0.0362 GHz at $J=6000$ GHz, 0.00361 GHz at ten times that $J$, and 0.000361 GHz at one hundred times. The last ratio, 10.002, confirms the $1/J$ law for these parameters. A common shift of the multiplet is not tested by this comparison. At the smallest $J$ the deviation is close in size to the projected coupling of nucleus $B$, so level positions relative to the multiplet mean, at that resolution, require the full Hamiltonian or second-order terms. The deviation is almost entirely electronic, 0.0357 GHz with the hyperfine terms removed. With only nucleus $B$ coupled, the projection reproduces its hyperfine splittings to about 0.0003 GHz.

The numerical output also compares the closed coefficients with explicitly projected matrices and with 6j and 9j symbols for 56 multiplets; the largest discrepancies are at rounding level.

## Computed results

```
multiplets tested: 56 (count)
largest matrix error: 6.4e-15 (dimensionless)
largest 6j/9j error: 4.4e-16 (dimensionless)
SA = 2.5, SB = 1.0, lowest S = 1.5 (dimensionless)
coefficients (dimensionless):
 S=1.5: cA=1.400000 cB=-0.400000 dA=1.866667 dB=0.066667 dAB=-0.466667
 S=2.5: cA=0.885714 cB=0.114286 dA=0.657143 dB=-0.114286 dAB=0.228571
 S=3.5: cA=0.714286 cB=0.285714 dA=0.476190 dB=0.047619 dAB=0.238095
J = 6000 GHz
site A: D = 10.0 GHz, E = 1.0 GHz
site B: D = 60.0 GHz, E = 0 GHz, tilt = 30.0 deg
pair tensor DAB: axial parameter = -6.0 GHz
gA = 2.00 isotropic (dimensionless)
gB principal = [2.2 2.2 2.3] (dimensionless), same tilt
DA xx,yy,zz,xz = -2.3333, -4.3333, 6.6667, 0.0000 GHz
DB xx,yy,zz,xz = -5.0000, -20.0000, 25.0000, 25.9808 GHz
DAB xx,yy,zz,xz = 2.0000, 2.0000, -4.0000, 0.0000 GHz
gB xx,yy,zz,xz = 2.2250, 2.2000, 2.2750, 0.0433 (dimensionless)
local aA xx,yy,zz,xz = -0.2000, -0.2000, -0.2600, 0.0000 GHz
local aB xx,yy,zz,xz = 0.1000, 0.1000, 0.1000, 0.0000 GHz
projected g_S xx,yy,zz,xz = 1.9100, 1.9200, 1.8900, -0.0173 (dimensionless)
projected A_A xx,yy,zz,xz = -0.2800, -0.2800, -0.3640, 0.0000 GHz
projected A_B xx,yy,zz,xz = -0.0400, -0.0400, -0.0400, -0.0000 GHz
projected D_S xx,yy,zz,xz = -5.6222, -10.3556, 15.9778, 1.7321 GHz
D_S principal values = -10.3556, -5.7602, 16.1158 GHz
D = 24.1737 GHz = 0.80635 cm^-1
E = 2.2977 GHz = 0.07664 cm^-1
main axis of D_S from z toward x = 4.556 deg
zero-field gap, projected = 48.9981 GHz
zero-field gap, full, J=6000 GHz: 48.9303 GHz
zero-field gap, full, J=60000 GHz: 48.9914 GHz
zero-field gap, full, J=600000 GHz: 48.9975 GHz
field = 0.3 T along (1,2,2)/3; muB/h = 13.996245 GHz/T
levels in field, no hyperfine, centred (GHz):
 projected: [-31.8438 -18.0761  16.8485  33.0714]
 full, J0:  [-31.8124 -18.0404  16.8129  33.0399]
largest level deviation, field and hyperfine on:
 J=6000 GHz: 0.036216 GHz
 J=60000 GHz: 0.003613 GHz
 J=600000 GHz: 0.000361 GHz
deviation ratio, last two J = 10.0023 (dimensionless)
```
